# Muon relaxation in fluctuating Gaussian fields: Abragam function and Redfield rate, part 1

(Sections cited here and not found follow in the second part.)

## First half: precession in a transverse field

### The decision

A muon precession signal decays, and its decay rate is to be converted into the strength of the local magnetic fields that cause it. Suppose that the fluctuation rate $\nu$ of those fields is known. One must then decide whether the measured rate equals $\Delta^2/\nu$ or $2\Delta^2/\nu$, where $\Delta$ is the rms local field in frequency units, and whether an exponential may be fitted at all. The wrong factor changes the inferred field by up to $\sqrt2$. The answer depends on how the applied field compares with $\Delta$ and $\nu$, so both the relaxation functions and their limits are needed.

### Equation of motion and model

The polarization $\mathbf M$ of a muon spin in a classical field turns about that field. I write

$$\frac{d\mathbf M}{dt}=\boldsymbol\Omega(t)\times\mathbf M,\qquad \boldsymbol\Omega=(b_x,\;b_y,\;\omega+b_z).$$

Here $\omega=\gamma B$ belongs to the applied field $B$ along $z$, and $b_i$ is $\gamma$ times a component of the local field. For a positive gyromagnetic ratio $\gamma$ the true rotation has the opposite sense, $d\mathbf M/dt=-\boldsymbol\Omega\times\mathbf M$. Reflecting the $y$ axis repairs this: a reflection reverses the sign of a cross product, so the reflected vectors obey the equation above with $b_y$ replaced by $-b_y$. The statistics assumed below do not change under that replacement, and neither do the relaxation rates.

The local fields are taken to be independent, stationary Gaussian processes with zero mean and

$$\langle b_i(t)\,b_j(t')\rangle=\delta_{ij}\,\Delta^2e^{-\nu|t-t'|}.$$

Thus $\Delta^2$ is the variance of one component, not of the whole vector. The muon does not act back on its surroundings, and its thermal equilibrium polarization is neglected, so the polarization relaxes towards zero. Rates are in $\mu\mathrm s^{-1}$ and fields in mT, the natural units of the experiment. Pure model checks use $\Delta=1$.

The components of the cross product are

$$\dot M_x=b_yM_z-(\omega+b_z)M_y,\quad \dot M_y=(\omega+b_z)M_x-b_xM_z,\quad \dot M_z=b_xM_y-b_yM_x.$$

Let $M_+=M_x+iM_y$ and $b_+=b_x+ib_y$. Adding $i$ times the second equation to the first, and using $-M_y+iM_x=iM_+$ and $b_y-ib_x=-ib_+$, gives

$$\dot M_+=i(\omega+b_z)M_+-ib_+M_z,\qquad \dot M_z=\operatorname{Im}(b_+^*M_+).\tag{1}$$

The second relation holds because the imaginary part of $(b_x-ib_y)(M_x+iM_y)$ is $b_xM_y-b_yM_x$.

### Simplest case: a static field along $z$

Let the muon start along $x$, and keep only $b_z$, constant in time but different from muon to muon. Equation (1) gives $M_+=e^{i\omega t}e^{ib_zt}$. The average over the Gaussian distribution follows by completing the square. For any Gaussian variable $\varphi$ of zero mean and variance $\sigma^2$,

$$i\varphi-\frac{\varphi^2}{2\sigma^2}=-\frac{(\varphi-i\sigma^2)^2}{2\sigma^2}-\frac{\sigma^2}{2},
\qquad\text{so}\qquad \langle e^{i\varphi}\rangle=e^{-\sigma^2/2}.\tag{2}$$

The remaining integral is that of a normalized Gaussian on a shifted line in the complex plane. The integrand has no poles and vanishes at the far ends, so the shift does not change its value, which is one.

With $\varphi=b_zt$ the variance is $\Delta^2t^2$, and $P_x=\langle M_x\rangle=e^{-\Delta^2t^2/2}\cos\omega t$. The muons keep precessing; the signal decays because their phases spread.

### A field along $z$ that fluctuates

Now let $b_z$ vary in time. Equation (1) still has one term, and its solution is

$$M_+=e^{i\omega t}e^{i\varphi(t)},\qquad \varphi(t)=\int_0^tb_z(s)\,ds.$$

The phase is a limit of sums of jointly Gaussian variables, so it is Gaussian, and equation (2) applies with $\sigma^2=\langle\varphi^2\rangle$. This variance is a double integral over the square $0<s,s'<t$. The integrand is symmetric, so the square is twice the triangle $s'<s$. With $\tau=s-s'$ held fixed, $s$ runs from $\tau$ to $t$, a range of length $t-\tau$:

$$\langle\varphi^2\rangle=\int_0^t\!\!\int_0^t\Delta^2e^{-\nu|s-s'|}\,ds\,ds'=2\Delta^2\int_0^t(t-\tau)e^{-\nu\tau}\,d\tau.$$

Integration by parts gives

$$\int_0^t(t-\tau)e^{-\nu\tau}d\tau=\left[-\frac{(t-\tau)e^{-\nu\tau}}{\nu}\right]_0^t-\frac1\nu\int_0^te^{-\nu\tau}d\tau=\frac t\nu-\frac{1-e^{-\nu t}}{\nu^2}.$$

Half the variance is the exponent. The result is the Abragam function,

$$P_x(t)=G(t)\cos\omega t,\qquad G(t)=\exp\!\left[-\frac{\Delta^2}{\nu^2}\left(e^{-\nu t}-1+\nu t\right)\right].\tag{3}$$

No assumption about $\nu/\Delta$ was made. For Gaussian fluctuations along $z$ alone, equation (3) is exact. Direct sampling of random field paths at $\nu=\Delta$ and $\Delta t=2$ gives 0.316, against 0.321 from the formula; the sampling error is about 0.005.

### Testing the two limits

The momentary decay rate shows what the function does:

$$-\frac{d\ln G}{dt}=\frac{\Delta^2}{\nu}\left(1-e^{-\nu t}\right).$$

It starts at zero and saturates after a time of order $1/\nu$. For $\nu t\ll1$ the series $e^{-x}-1+x=x^2/2-x^3/6+\dots$ gives

$$\ln G=-\frac{\Delta^2t^2}{2}+\frac{\Delta^2\nu t^3}{6}-\dots,$$

which is the static result with a first correction that slows the decay. For $\nu t\gg1$,

$$G\simeq e^{\Delta^2/\nu^2}\,e^{-\Delta^2t/\nu}.$$

Which form describes the visible signal depends on $\nu/\Delta$. If $\nu\gg\Delta$, the signal lives for a time of order $\nu/\Delta^2$, much longer than $1/\nu$; the decay is exponential over nearly all of it, and the prefactor is close to one. If $\nu\ll\Delta$, the signal is lost after a time of order $1/\Delta$, when $\nu t$ is still small, and the shape is nearly Gaussian.

The exponential rate falls as $\nu$ rises. This is motional narrowing: the phase performs a random walk. Independent intervals of length $\tau_*$, each adding a phase variance $\Delta^2\tau_*^2$, give a total of $\Delta^2\tau_*t$. This equals the late variance $2\Delta^2t/\nu$ if $\tau_*=2/\nu$. Shorter intervals give a smaller total spread.

### Does the correlation function alone suffice?

Take instead a field that jumps between $+\Delta$ and $-\Delta$ at the rate $\nu/2$ in each direction. Its mean from a given start decays at twice the jump rate, so its correlation function is again $\Delta^2e^{-\nu t}$. Let $g_\pm$ be the average of $e^{i\varphi}$ over those muons whose present field is $\pm\Delta$, weighted by their share. Then

$$\dot g_\pm=\pm i\Delta g_\pm-\frac\nu2g_\pm+\frac\nu2g_\mp.$$

The sum $g=g_++g_-$ and the difference $d=g_+-g_-$ obey $\dot g=i\Delta d$ and $\dot d=i\Delta g-\nu d$. Eliminating $d$ gives

$$\ddot g+\nu\dot g+\Delta^2g=0,\qquad g(0)=1,\quad\dot g(0)=0.$$

This is a damped oscillator, and for $\nu<2\Delta$ it changes sign, which $G$ cannot do. At $\nu=\Delta$ and $\Delta t=3$ the values are $-0.124$ for the jumping field and $0.129$ for the Gaussian one. For $\nu\gg\Delta$ the slow solution decays at the rate $\nu/2-\sqrt{\nu^2/4-\Delta^2}\simeq\Delta^2/\nu$, as before. The Gaussian assumption therefore matters when $\nu$ is comparable with or below $\Delta$, and drops out of the leading rate in the fast regime.

### Generalizing to isotropic fields

Local fields usually have $x$ and $y$ components as well, and the phase argument then fails because equation (1) couples $M_+$ to $M_z$. A different tool is needed. For the Gaussian process define

$$\eta=b_i(t+dt)-e^{-\nu dt}b_i(t).$$

Its covariance with any earlier value $b_i(s)$, $s\le t$, is $\Delta^2e^{-\nu(t+dt-s)}-e^{-\nu dt}\Delta^2e^{-\nu(t-s)}=0$. Jointly Gaussian variables without covariance are independent, so $\eta$ is independent of the whole past, including $\mathbf M(t)$. Averages of products therefore obey

$$\frac{d}{dt}\langle b_iM_j\rangle=-\nu\langle b_iM_j\rangle+\langle b_i\dot M_j\rangle.\tag{4}$$

Let $P_+=\langle M_+\rangle$, $U=\langle b_zM_+\rangle$ and $V=\langle b_+M_z\rangle$. Equation (1) gives $\dot P_+=i\omega P_++iU-iV$. Equation (4) gives

$$\dot U=(-\nu+i\omega)U+i\langle b_z^2M_+\rangle-i\langle b_zb_+M_z\rangle,$$

$$\dot V=-\nu V+\frac1{2i}\left(\langle|b_+|^2M_+\rangle-\langle b_+^2M_+^*\rangle\right).$$

For $\Delta\ll\nu$ the local fields turn the spin little during one correlation time (the precession at $\omega$ is kept exactly), and products of two fields may be averaged separately from the spin. With $\langle b_z^2\rangle=\Delta^2$, $\langle|b_+|^2\rangle=2\Delta^2$ and $\langle b_zb_+\rangle=\langle b_+^2\rangle=0$, the driving terms become $i\Delta^2P_+$ for $U$ and $-i\Delta^2P_+$ for $V$.

Since $P_+$ rotates as $e^{i\omega t}$ with a slowly changing amplitude, $U$ and $V$ follow it in the same way. Replacing their time derivatives by $i\omega U$ and $i\omega V$ yields

$$U=\frac{i\Delta^2}{\nu}P_+,\qquad V=\frac{-i\Delta^2}{\nu+i\omega}P_+.$$

Inserting these gives

$$\dot P_+=\left[i\omega-\frac{\Delta^2}{\nu}-\frac{\Delta^2}{\nu+i\omega}\right]P_+.$$

The real part is minus the transverse decay rate, and the imaginary part is the precession frequency:

$$R=\frac{\Delta^2}{\nu}+\frac{\Delta^2\nu}{\nu^2+\omega^2},\qquad \delta\omega=\frac{\Delta^2\omega}{\nu^2+\omega^2}.\tag{5}$$

The first term of $R$ is the Abragam rate. The second comes from fields perpendicular to $B$, which turn the spin out of the precession plane. For $\omega\ll\nu$ the two are equal and $R\simeq2\Delta^2/\nu$.

### When the Abragam function may still be used

In the fast regime the signal lives for about $\nu/\Delta^2$. Over that time the extra damping contributes $\nu^2/(\nu^2+\omega^2)$ to the exponent and the shift contributes a phase $\nu\omega/(\nu^2+\omega^2)$. Both are small if $\omega\gg\nu$.

For slow fields, expanding the length of $\boldsymbol\Omega$ gives a precession frequency $\omega+b_z+(b_x^2+b_y^2)/2\omega$. The last term has the mean $\Delta^2/\omega$, in agreement with equation (5) for $\omega\gg\nu$. During a signal lifetime of order $1/\Delta$ it adds a phase of order $\Delta/\omega$, which is small if $\omega\gg\Delta$.

For isotropic fields equation (3) therefore requires $\omega\gg\nu$ and $\omega\gg\Delta$. At $\nu=\Delta$, $\omega=40\Delta$ and $\Delta t=2$, the envelope computed with all three components is 0.3210, against 0.3213 from equation (3).

## Second half: relaxation along the field, and the limits in numbers

The symbols are as before: $\omega=\gamma B$ for the applied field along $z$; $b_i$ for the local field components in frequency units, each Gaussian with variance $\Delta^2$ and correlation $e^{-\nu t}$; $b_+=b_x+ib_y$ and $M_+=M_x+iM_y$. Three results are carried over. The equations of motion (1) are

$$\dot M_+=i(\omega+b_z)M_+-ib_+M_z,\qquad\dot M_z=\operatorname{Im}(b_+^*M_+).$$

By equation (4), the average of one field component times the spin loses correlation at the rate $\nu$, in addition to the change caused by the spin's own motion. By equation (5), the transverse rate for $\Delta\ll\nu$ is $R=\Delta^2/\nu+\Delta^2\nu/(\nu^2+\omega^2)$.

### Simplest case: a static tilt

Let the muon start along $z$. A field $b_z$ alone does nothing to it. A weak static perpendicular field tilts the precession axis by an angle $\theta$ with $\sin^2\theta\simeq(b_x^2+b_y^2)/\omega^2$. The spin component along the axis is conserved and the rest rotates, so

$$M_z=\cos^2\theta+\sin^2\theta\cos\omega t=1-\sin^2\theta\,(1-\cos\omega t).$$

Since $\langle b_x^2+b_y^2\rangle=2\Delta^2$, the average is

$$P_z\simeq1-\frac{2\Delta^2}{\omega^2}(1-\cos\omega t).\tag{6}$$

This form holds for $\Delta t\ll1$. A static $b_z$ spreads the precession frequency $\omega+b_z$, so by equation (2) the cosine acquires the factor $e^{-\Delta^2t^2/2}$ and $P_z$ settles at $1-2\Delta^2/\omega^2$. There is a small oscillation and no continuing decay. In a strong applied field, $\omega\gg\Delta$, continuing relaxation along $z$ therefore needs fields that change. In a weak applied field the tilt is not small, and static fields alone remove much of the polarization. At $\omega=0$ each muon keeps only the spin component along its own local field, and the average settles at $\langle\cos^2\theta\rangle=1/3$.

We now have the transverse relaxation function and rate with their conditions of use, and have seen that in a strong applied field static local fields cause no continuing relaxation along $z$. What remains is the longitudinal rate for fluctuating fields, its accuracy, and a worked example that puts the limits in numbers.
